**Interband momentum from a nonorthogonal Bloch basis**

For \(Hc_n=\varepsilon_nSc_n\) with \(c_n^\dagger Sc_m=\delta_{nm}\), the program studies \(P_{nm}=c_n^\dagger[\partial H-\varepsilon_m\partial S+i(\varepsilon_n-\varepsilon_m)D]c_m\), where \(\partial\) is the \(k\)-derivative and \(D\) is the Bloch sum of dipole integrals about the ket orbital's centre. In a one-dimensional crystal it asserts that the directly integrated momentum equals \(P-K-K^\dagger\), where \(K\) is the overlap of the basis derivatives with the residual of the approximate states. It also asserts that the diagonal of \(P\) matches finite-difference band slopes and that \(P\) does not depend on whether orbital positions enter the Bloch phases. As the orbital basis grows, the largest difference between \(P\) and the direct momentum in the lowest two bands falls from 1.27 to 3.05e-06 eV Å. Two nonorthogonal functions projected from these bands are then used for interpolation, and the results are asserted to agree with plane waves at a point off the mesh. The interband magnitude \(\hbar|p_{12}|/m\) is 6.346 eV Å, but only 0.560 eV Å if the dipole part is omitted.

## Verification by program

```python
"""
Momentum matrix elements from a nonorthogonal Bloch basis.

Result under test, for H c = E S c and c_n^+ S c_m = delta_nm:
  (hbar/m) p_nm = c_n^+ [dH/dk - E_m dS/dk + i (E_n - E_m) D] c_m
D is the Bloch sum of dipole integrals about the centre of the ket orbital.
In a finite basis the true element is this expression minus K + K^+, where
K_nm = <sum_a c_an dw_a/dk | (H - E_m) u_m>, w_a = exp(-ikx) * Bloch sum a.
K vanishes when H maps the span of the basis into itself.

One-dimensional crystal; energies in eV, lengths in angstrom.
Momentum is expressed as hbar*p/m in eV*angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

HB = const.hbar**2 / const.m_e / const.e * 1e20   # hbar^2/m, eV angstrom^2
A_LAT, V1, V2, THETA, SIGMA = 4.0, 12.0, 3.0, 0.5, 0.7
G = 2 * np.pi / A_LAT
K_POINT = 0.3 * G


def potential(x):
    return -V1 * np.cos(G * x) + V2 * np.cos(2 * G * x + THETA)


def oscillator(n, x):
    """Normalized oscillator function number n with width SIGMA."""
    if n < 0:
        return np.zeros_like(x)
    t = x / SIGMA
    previous = np.zeros_like(t)
    current = np.exp(-t**2 / 2) / (np.pi**0.25 * np.sqrt(SIGMA))
    for j in range(1, n + 1):
        previous, current = current, (np.sqrt(2 / j) * t * current
                                      - np.sqrt((j - 1) / j) * previous)
    return current


def oscillator_slope(n, x):
    return (np.sqrt(n / 2) * oscillator(n - 1, x)
            - np.sqrt((n + 1) / 2) * oscillator(n + 1, x)) / SIGMA


def lattice_integrals(orbitals):
    """Integrals between home-cell bras and kets in cell R, by quadrature."""
    x = np.arange(-40, 40, 0.05)
    dx = x[1] - x[0]
    cells = A_LAT * np.arange(-6, 7)
    bra = np.array([oscillator(n, x - t) for n, t in orbitals])
    bra_slope = np.array([oscillator_slope(n, x - t) for n, t in orbitals])
    h_list, s_list, d_list = [], [], []
    for R in cells:
        ket = np.array([oscillator(n, x - R - t) for n, t in orbitals])
        slope = np.array([oscillator_slope(n, x - R - t)
                          for n, t in orbitals])
        centred = np.array([(x - R - t) * oscillator(n, x - R - t)
                            for n, t in orbitals])
        s_list.append(bra @ ket.T * dx)
        h_list.append((HB / 2 * bra_slope @ slope.T
                       + (bra * potential(x)) @ ket.T) * dx)
        d_list.append(bra @ centred.T * dx)
    return cells, np.array(h_list), np.array(s_list), np.array(d_list)


def bloch_matrices(k, lattice, tau, site_phase=True):
    """H, dH/dk, S, dS/dk, D at k, with or without tau in the phases."""
    cells, h_r, s_r, d_r = lattice
    shift = cells[:, None, None] + np.zeros(s_r.shape)
    if site_phase:
        shift = shift + tau[None, None, :] - tau[None, :, None]
    else:
        d_r = d_r + tau[None, None, :] * s_r
    phase = np.exp(1j * k * shift)
    return [(phase * m).sum(axis=0)
            for m in (h_r, 1j * shift * h_r, s_r, 1j * shift * s_r, d_r)]


def momentum_from_formula(mats, energy, c):
    """Full element, and the three parts of its symmetric form."""
    _, dh, _, ds, d = mats

    def contract(m):
        return c.conj().T @ m @ c
    difference = energy[:, None] - energy[None, :]
    mean = (energy[:, None] + energy[None, :]) / 2
    full = (contract(dh) - contract(ds) * energy[None, :]
            + 1j * difference * contract(d))
    hopping = contract(dh)
    overlap = -mean * contract(ds)
    dipole = 1j * difference * contract((d + d.conj().T) / 2)
    return full, hopping, overlap, dipole


def direct_momentum(k, orbitals, energy, c):
    """Cell integral of psi* (-i d/dx) psi, and <dw_a/dk | residual_m>."""
    points = 160
    x = np.arange(points) * A_LAT / points
    dx = A_LAT / points
    shape = (len(orbitals), points)
    value, slope, curvature, k_slope = (np.zeros(shape, complex)
                                        for _ in range(4))
    for b, (n, t) in enumerate(orbitals):
        for R in A_LAT * np.arange(-8, 9):
            y = x - R - t
            phase = np.exp(1j * k * (R + t))
            f = oscillator(n, y)
            value[b] += phase * f
            slope[b] += phase * oscillator_slope(n, y)
            curvature[b] += phase * f * (y**2 / SIGMA**4
                                         - (2 * n + 1) / SIGMA**2)
            k_slope[b] += -1j * phase * y * f
    psi, dpsi, d2psi = c.T @ value, c.T @ slope, c.T @ curvature
    momentum = -1j * HB * psi.conj() @ dpsi.T * dx
    residual = (-HB / 2 * d2psi + potential(x) * psi
                - energy[:, None] * psi)
    return momentum, k_slope.conj() @ residual.T * dx


PW = np.arange(-12, 13)


def plane_wave_bands(k):
    h = np.diag(HB / 2 * (k + G * PW)**2).astype(complex)
    step = PW[:, None] - PW[None, :]
    h[np.abs(step) == 1] += -V1 / 2
    h[step == 2] += V2 / 2 * np.exp(1j * THETA)
    h[step == -2] += V2 / 2 * np.exp(-1j * THETA)
    return eigh(h)


def projected_functions(n_mesh):
    """Two nonorthogonal localized functions spanning the lowest two bands."""
    per_cell = 32
    half = n_mesh // 2
    index = np.arange(-half, half + 1)
    dx = A_LAT / per_cell
    x = -n_mesh * A_LAT / 2 + dx * np.arange(n_mesh * per_cell)
    w = np.zeros((2, x.size), complex)
    h_k, s_k, gaps = [], [], []
    for k in index * G / n_mesh:
        energy, u = plane_wave_bands(k)
        q = k + G * PW
        trial = np.array([np.sqrt(2 * np.pi / A_LAT) * SIGMA * (-1j)**n
                          * oscillator(n, q * SIGMA**2) for n in (0, 1)]).T
        amount = u[:, :2].conj().T @ trial
        projected = u[:, :2] @ amount
        s_k.append(amount.conj().T @ amount)
        h_k.append(amount.conj().T @ (energy[:2, None] * amount))
        gaps.append(energy[2] - energy[1])
        w += projected.T @ np.exp(1j * np.outer(q, x)) / (
            n_mesh * np.sqrt(A_LAT))
    cells = A_LAT * index
    fourier = np.exp(-1j * np.outer(cells, index * G / n_mesh)) / n_mesh
    h_r = np.einsum('rk,kab->rab', fourier, np.array(h_k))
    s_r = np.einsum('rk,kab->rab', fourier, np.array(s_k))
    d_r = np.array([w.conj() @ np.roll(x * w, j * per_cell, axis=1).T * dx
                    for j in index])
    s_min = min(np.linalg.eigvalsh(s)[0] for s in s_k)
    return (cells, h_r, s_r, d_r), min(gaps), s_min


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


show("hbar^2/m", HB, "eV A^2")
show("lattice constant", A_LAT, "A", 1)
show("potential amplitude V1", V1, "eV", 1)
show("potential amplitude V2", V2, "eV", 1)
show("potential phase", THETA, "rad", 1)
show("orbital width sigma", SIGMA, "A", 1)
show("k point", K_POINT, "1/A")

# Reference: plane waves at the chosen k
e_ref, u_ref = plane_wave_bands(K_POINT)
p_ref = HB * u_ref.conj().T @ ((K_POINT + G * PW)[:, None] * u_ref)
for band in (0, 1):
    show(f"plane waves: E{band + 1}", e_ref[band], "eV")
    show(f"plane waves: hbar p{band + 1}{band + 1}/m",
         p_ref[band, band].real, "eV A")
show("plane waves: |hbar p12/m|", abs(p_ref[0, 1]), "eV A")

# Finite atomic-orbital bases: ladder at x = 0 plus one s function at 2 A
formula_errors, bare_errors = [], []
for size in (2, 4, 6, 8):
    orbitals = [(n, 0.0) for n in range(size)] + [(0, 2.0)]
    tau = np.array([t for _, t in orbitals])
    lattice = lattice_integrals(orbitals)
    mats = bloch_matrices(K_POINT, lattice, tau)
    energy, c = eigh(mats[0], mats[2])
    full, hopping, overlap, dipole = momentum_from_formula(mats, energy, c)
    direct, k_orbital = direct_momentum(K_POINT, orbitals, energy, c)
    k_band = c.conj().T @ k_orbital

    # derivative of the overlap is fixed by the dipole matrix
    assert np.allclose(mats[3], -1j * (mats[4] - mats[4].conj().T), atol=1e-8)
    assert np.allclose(full, hopping + overlap + dipole, atol=1e-6)
    # exact relation with the finite-basis residual
    assert np.allclose(direct, full - k_band - k_band.conj().T, atol=1e-6)
    # only the top ladder function (and the off-centre one) can contribute
    assert np.abs(k_orbital[:size - 1]).max() < 1e-6
    # variational upper bounds
    assert np.all(energy[:2] > e_ref[:2] - 1e-8)

    formula_errors.append(np.abs(full - direct)[:2, :2].max())
    bare_errors.append(abs((hopping + overlap - direct)[0, 1]))
    print(f"ladder {size}+1: |p12| formula {abs(full[0, 1]):.5f}, direct "
          f"{abs(direct[0, 1]):.5f}, no dipole "
          f"{abs((hopping + overlap)[0, 1]):.5f} eV A")
    print(f"   largest 2x2 difference formula-direct "
          f"{formula_errors[-1]:.2e} eV A")

    if size == 2:
        # slope of the computed band by finite differences
        h = 1e-4
        ends = []
        for k in (K_POINT - h, K_POINT + h):
            m = bloch_matrices(k, lattice, tau)
            ends.append(eigh(m[0], m[2], eigvals_only=True))
        slopes = (ends[1] - ends[0]) / (2 * h)
        assert np.allclose(slopes, np.diag(full).real, atol=1e-5)
        for band in (0, 1):
            print(f"   band {band + 1}: E {energy[band]:.5f} eV, slope "
                  f"{slopes[band]:.5f}, direct hbar p/m "
                  f"{direct[band, band].real:.5f} eV A")
        # same states described with phases that omit tau
        other = bloch_matrices(K_POINT, lattice, tau, site_phase=False)
        c_other = np.exp(1j * K_POINT * tau)[:, None] * c
        full2, hop2, ovl2, _ = momentum_from_formula(other, energy, c_other)
        assert np.allclose(full2, full, atol=1e-8)
        bare_shift = abs((hop2 + ovl2 - hopping - overlap)[0, 1])
        assert bare_shift > 1e-2
        print(f"   phases without tau: |p12| formula {abs(full2[0, 1]):.5f},"
              f" no dipole {abs((hop2 + ovl2)[0, 1]):.5f} eV A")

assert formula_errors[-1] < 0.1 * formula_errors[0]
assert bare_errors[-1] > 5 * formula_errors[-1]
assert abs(abs(direct[0, 1]) / abs(p_ref[0, 1]) - 1) < 0.05

# Interpolation from localized functions that span the lowest two bands
mesh_errors = []
for n_mesh in (5, 11, 21, 41):
    lattice, gap, s_min = projected_functions(n_mesh)
    mats = bloch_matrices(K_POINT, lattice, np.zeros(2))
    energy, c = eigh(mats[0], mats[2])
    full, hopping, overlap, dipole = momentum_from_formula(mats, energy, c)
    energy_error = np.abs(energy - e_ref[:2]).max()
    p_error = max(abs(abs(full[0, 1]) - abs(p_ref[0, 1])),
                  np.abs(np.diag(full) - np.diag(p_ref)[:2]).max())
    mesh_errors.append(p_error)
    print(f"mesh {n_mesh}: largest error E {energy_error:.2e} eV, "
          f"hbar p/m {p_error:.2e} eV A")

assert gap > 1.0 and s_min > 1e-3
assert energy_error < 1e-5 and mesh_errors[-1] < 1e-5
assert mesh_errors[0] > 10 * mesh_errors[-1]
bare = (hopping + overlap)[0, 1]
assert abs(abs(bare) / abs(p_ref[0, 1]) - 1) > 0.05

show("smallest gap between bands 2 and 3 on the mesh", gap, "eV")
show("smallest overlap eigenvalue on the mesh", s_min, "(no unit)")
home = len(lattice[0]) // 2
show("home-cell dipole between the two functions",
     lattice[3][home, 0, 1].real, "A")
show("interpolated E1", energy[0], "eV")
show("interpolated E2", energy[1], "eV")
# common phase chosen so that the complete element is real and positive
turn = np.exp(-1j * np.angle(full[0, 1]))
for name, part in (("hopping", hopping), ("overlap", overlap),
                   ("dipole", dipole), ("total", full)):
    z = part[0, 1] * turn
    print(f"interpolated hbar p12/m, {name} part: "
          f"{z.real:.5f} {z.imag:+.5f} i eV A")
show("interpolated |hbar p12/m| without dipole", abs(bare), "eV A")
show("interpolated |p12|/hbar", abs(full[0, 1]) / HB, "1/A")
print("done: every assertion held")
```

It prints:

```
hbar^2/m: 7.61996 eV A^2
lattice constant: 4.0 A
potential amplitude V1: 12.0 eV
potential amplitude V2: 3.0 eV
potential phase: 0.5 rad
orbital width sigma: 0.7 A
k point: 0.47124 1/A
plane waves: E1: -4.62440 eV
plane waves: hbar p11/m: 0.40731 eV A
plane waves: E2: 5.53211 eV
plane waves: hbar p22/m: -3.20292 eV A
plane waves: |hbar p12/m|: 6.34612 eV A
ladder 2+1: |p12| formula 5.80482, direct 7.07066, no dipole 1.68248 eV A
   largest 2x2 difference formula-direct 1.27e+00 eV A
   band 1: E -4.32015 eV, slope 0.58575, direct hbar p/m 0.47165 eV A
   band 2: E 5.83175 eV, slope -3.62100, direct hbar p/m -3.36986 eV A
   phases without tau: |p12| formula 5.80482, no dipole 1.92040 eV A
ladder 4+1: |p12| formula 6.35789, direct 6.34628, no dipole 1.09948 eV A
   largest 2x2 difference formula-direct 1.18e-02 eV A
ladder 6+1: |p12| formula 6.34613, direct 6.34599, no dipole 1.11826 eV A
   largest 2x2 difference formula-direct 3.97e-04 eV A
ladder 8+1: |p12| formula 6.34612, direct 6.34612, no dipole 0.84836 eV A
   largest 2x2 difference formula-direct 3.05e-06 eV A
mesh 5: largest error E 3.07e-02 eV, hbar p/m 1.99e-02 eV A
mesh 11: largest error E 3.11e-04 eV, hbar p/m 5.16e-03 eV A
mesh 21: largest error E 3.06e-07 eV, hbar p/m 9.52e-06 eV A
mesh 41: largest error E 4.16e-13 eV, hbar p/m 2.53e-11 eV A
smallest gap between bands 2 and 3 on the mesh: 6.93300 eV
smallest overlap eigenvalue on the mesh: 0.91025 (no unit)
home-cell dipole between the two functions: 0.57685 A
interpolated E1: -4.62440 eV
interpolated E2: 5.53211 eV
interpolated hbar p12/m, hopping part: 0.56685 -0.12289 i eV A
interpolated hbar p12/m, overlap part: -0.02003 +0.00278 i eV A
interpolated hbar p12/m, dipole part: 5.79930 +0.12011 i eV A
interpolated hbar p12/m, total part: 6.34612 +0.00000 i eV A
interpolated |hbar p12/m| without dipole: 0.55985 eV A
interpolated |p12|/hbar: 0.83283 1/A
done: every assertion held
```
